# Phenomenological rate constants of a multiwell master equation, and well skipping: a program that tests the result

```python
"""Phenomenological rates of a three-well chain A-B-C (no A-C saddle).
Tests K = -Z Lam Z^-1 (CSE eigenpairs) against expm propagation, the flux form
L R G, P/Q partitioning and the strong-collision fixed point; the detailed
balance defect; the closed form of K_CA (sympy); its high-pressure covariance
limit; and the TST limit. K[j,i] is the rate i -> j. SI units."""
import numpy as np, sympy as sp
from scipy.linalg import eigh, expm, solve
from scipy.constants import k as kB, N_A, pi

T, nu, s, sigma, mu_mol, p0 = 1000.0, 1e13, 8, 0.5e-18, 0.025, 1e5
kJ = 1e3 / N_A; kT = kB * T
V = np.array([0., 30., -20.]) * kJ
saddles = [(0, 1, 180 * kJ), (1, 2, 170 * kJ)]
dE, alpha = 2 * kJ, 5 * kJ
E = (np.arange(-20., 420., 2.) + 1.) * kJ          # grain midpoints
vrel = np.sqrt(8 * kT / (pi * mu_mol / N_A))
omega_of = lambda p: sigma * p / kT * vrel
w0 = omega_of(p0); nE = len(E)
mask = E[:, None] > V[None, :]
f = np.where(mask, (E[:, None] - V) / kT, 0.)**(s - 1) * np.exp(-E / kT)[:, None]
f /= f.sum(); x = f.sum(0); F = f / x
kE = np.zeros((nE, 3, 3))
for i, j, Vt in saddles:
    up = E > Vt
    for a, b in ((i, j), (j, i)):
        r = nu * ((E[up] - Vt) / (E[up] - V[a]))**(s - 1)
        kE[up, b, a] += r; kE[up, a, a] -= r
n = mask.sum(); idx = -np.ones((nE, 3), int); idx[mask] = np.arange(n)
fv = f[mask]; sq = np.sqrt(fv)
L = np.zeros((3, n)); R = np.zeros((n, n))
for i in range(3): L[i, idx[mask[:, i], i]] = 1
for e in range(nE):
    m = mask[e]; R[np.ix_(idx[e, m], idx[e, m])] = kE[e][np.ix_(m, m)]
sym = lambda A: A * sq[None, :] / sq[:, None]
wv = (L * sq).T / np.sqrt(x); Q = np.eye(n) - wv @ wv.T
tilde = lambda K: K * np.sqrt(x)[None, :] / np.sqrt(x)[:, None]
untilde = lambda K: K * np.sqrt(x)[:, None] / np.sqrt(x)[None, :]

def collisions(w, kind):
    C = np.zeros((n, n))
    for i in range(3):
        m = mask[:, i]; g, e = F[m, i], E[m]
        if kind == "strong":
            B = w * np.outer(g, np.ones(len(g)))
        else:
            B = w * dE / (2 * alpha) * np.exp(-abs(e[:, None] - e) / alpha) \
                * np.minimum(1, g[:, None] / g[None, :])
        np.fill_diagonal(B, 0); np.fill_diagonal(B, -B.sum(0))
        C[np.ix_(idx[m, i], idx[m, i])] = B
    return C

def fixed_point(w):
    """Exact strong-collision slow manifold, no diagonalization."""
    Fd = F[:, :, None] * np.eye(3); A = w * np.eye(3) - kE
    G = np.linalg.solve(A, w * Fd); G0 = G.copy()
    for _ in range(40):
        G = np.linalg.solve(A, w * Fd - G @ (kE @ G).sum(0))
    H0 = (kE @ np.linalg.solve(A, G0)).sum(0)
    return (kE @ G).sum(0), G, H0

kBA, kAB, kCB, kBC = kE[:, 1, 0], kE[:, 0, 1], kE[:, 2, 1], kE[:, 1, 2]
s1 = kBA + kAB + kCB + kBC; s2 = kBA * kCB + kAB * kBC + kBA * kBC
K0_CA = lambda w: w * np.sum(F[:, 0] * kBA * kCB / (w * w + w * s1 + s2))
def show(name, K):
    print(f"{name} BA AB CB BC [1/s]: {K[1,0]:.5g} {K[0,1]:.5g} {K[2,1]:.5g} {K[1,2]:.5g}")
    print(f"{name} CA AC [1/s]: {K[2,0]:.5g} {K[0,2]:.5g}")

print(f"T={T:g} K, p={p0:g} Pa, nu={nu:g} 1/s, s={s}, sigma={sigma:g} m^2, mu={mu_mol} kg/mol")
print("V_A,V_B,V_C = 0,30,-20 kJ/mol; saddles AB 180, BC 170 kJ/mol")
print(f"grain 2 kJ/mol, Emax 420 kJ/mol, alpha 5 kJ/mol, states n={n}")
print(f"kT={kT:.5g} J = {kT/kJ:.5g} kJ/mol; vrel={vrel:.5g} m/s; n_bath={p0/kT:.5g} 1/m^3")
print(f"omega={w0:.5g} 1/s; max|k(E)|={abs(kE).max():.3g} 1/s")
print(f"x_A,x_B,x_C = {x[0]:.5g} {x[1]:.5g} {x[2]:.5g}")

# symbolic cofactor and its limits
a, b, c, d, w = sp.symbols("a b c d w", positive=True)
inv = (w * sp.eye(3) - sp.Matrix([[-a, b, 0], [a, -b - c, d], [0, c, -d]])).inv()[2, 0]
S2 = a * c + b * d + a * d
assert sp.simplify(inv - a * c / (w * (w**2 + w * (a + b + c + d) + S2))) == 0
assert sp.simplify(sp.cancel(w * inv).subs(w, 0) - a * c / S2) == 0
assert sp.simplify(sp.limit(sp.cancel(w**3 * inv), w, sp.oo) - a * c) == 0

# PRP is transition-state theory (tolerance: tail cut at Emax, ~1e-6)
Rs = sym(R); PRP = wv.T @ Rs @ wv; Kinf = untilde(PRP)
for i, j, Vt in saddles:
    for u, v in ((i, j), (j, i)):
        assert abs(Kinf[v, u] / (nu * np.exp(-(Vt - V[u]) / kT)) - 1) < 1e-5
assert Kinf[2, 0] == 0 and Kinf[0, 2] == 0
show("TST", Kinf)

t = 1e-6; rt = 1e-4   # rt: roundoff eps*||S|| ~ 1e-3 1/s against rates ~ 1e2 1/s
for kind in ("strong", "expo"):
    S = sym(collisions(w0, kind) + R)
    assert np.allclose(S, S.T, rtol=1e-9, atol=0)
    S = (S + S.T) / 2
    lam, U = eigh(-S)
    assert abs(lam[0]) < 1e-2 and lam[2] < 0.02 * lam[3] and lam[3] * t > 30
    Lam = np.diag([0, lam[1], lam[2]]); U3 = U[:, :3]
    Z = (L * sq) @ U3; Zi = np.linalg.inv(Z); K = -Z @ Lam @ Zi
    assert abs(K.sum(0)).max() < 1e-6 * abs(K).max() and abs(K @ x).max() < 1e-6 * abs(K).max()
    assert K[2, 0] > 0 and K[0, 2] > 0
    # propagation of the full master equation from thermal A, B, C
    P1 = expm(S * t); q0 = wv / np.sqrt(x)
    pt = sq[:, None] * (P1 @ q0); Y = L @ pt
    assert np.allclose(L @ R @ pt @ np.linalg.inv(Y), K, rtol=rt, atol=0)
    assert np.allclose(Y, Z @ np.diag(np.exp(-np.diag(Lam) * t)) @ Z.T / x, rtol=rt, atol=0)
    Y100 = (L * sq) @ (np.linalg.matrix_power(P1, 100) @ q0)
    assert np.allclose(Y100, expm(K * 99 * t) @ Y, rtol=1e-5, atol=1e-8)
    # flux form and partitioning
    G = sq[:, None] * U3 @ Zi
    assert np.allclose(L @ R @ G, K, rtol=rt, atol=0)
    Xi = solve(Q @ S @ Q - w0 * wv @ wv.T, Q @ Rs @ wv)
    KS = PRP - wv.T @ Rs @ Xi
    K1 = untilde(np.linalg.solve(np.eye(3) + Xi.T @ Xi, KS))
    assert np.allclose(K1, K, rtol=1e-3, atol=0)   # neglects order lam2/lam3 * |Xi|^2
    W = Z / np.sqrt(x)[:, None]; Kin = untilde(-W @ Lam @ W.T)
    QU = Q @ U3; Gm = -QU.T @ QU; Wi = np.linalg.inv(W)
    defect = -Wi.T @ (Gm @ Lam - Lam @ Gm) @ Wi
    Kseq = K.copy(); Kseq[2, 0] = Kseq[0, 2] = 0
    np.fill_diagonal(Kseq, 0); np.fill_diagonal(Kseq, -Kseq.sum(0))
    yseq = expm(Kseq * t)[2, 0]
    assert Y[2, 0] > 2 * yseq
    print(f"--- kernel {kind} ---")
    print(f"lam1,lam2,lam3 [1/s]: {lam[1]:.6g} {lam[2]:.6g} {lam[3]:.5g}; lam2/lam3={lam[2]/lam[3]:.3g}")
    sg = np.sign(Z[0])
    for i in range(3): print(f"Z row {'ABC'[i]}: " + " ".join(f"{z:.6f}" for z in Z[i] * sg))
    show("K", K); show("K_init", Kin)
    print(f"K_CA partition plain, corrected [1/s]: {untilde(KS)[2,0]:.5g} {K1[2,0]:.5g}")
    print(f"|Qu1|^2,|Qu2|^2,<Qu1|Qu2| abs: {-Gm[1,1]:.3g} {-Gm[2,2]:.3g} {abs(Gm[1,2]):.3g}")
    db = lambda i, j: K[j, i] * x[i] / (K[i, j] * x[j]) - 1
    print(f"K_ji x_i/(K_ij x_j)-1 for BA,CB,CA: {db(0,1):.2e} {db(1,2):.2e} {db(0,2):.2e}")
    print(f"X_C(t={t:g} s) from A: full {Y[2,0]:.4g}, no skipping {yseq:.4g}")
    if kind == "strong":
        Kf, Gf, H0 = fixed_point(w0)
        assert np.allclose(Kf, K, rtol=rt, atol=0)
        assert np.allclose(Gf.sum(0), np.eye(3), atol=1e-12)
        dk = tilde(Kf) - tilde(Kf).T
        assert abs(dk).max() > 1e-9 * abs(Kf).max()
        assert np.allclose(dk, defect, rtol=0, atol=1e-3 * abs(defect).max())
        print(f"flux terms k_CB G_BA, k_BC G_CA [1/s]: {kCB@Gf[:,1,0]:.5g} {kBC@Gf[:,2,0]:.5g}")
        print(f"hot excess in B per unit A (sum of G_BA>0): {Gf[:,1,0].clip(0).sum():.4g}")

print("--- strong collisions versus pressure ---")
phi = np.array([F[kE[:, i, i] < 0, i].sum() for i in range(3)])
print(f"phi_A,phi_B,phi_C = {phi[0]:.4g} {phi[1]:.4g} {phi[2]:.4g}")
vals = []
for p in 10.0**np.arange(2, 9):
    wp = omega_of(p); Kf, _, H0 = fixed_point(wp); vals.append(Kf[2, 0])
    assert np.all(abs(H0).sum(0) <= 2 * phi)
    assert Kf[2, 0] > 0 and abs(K0_CA(wp) / Kf[2, 0] - 1) < 2 * phi.max()
    print(f"p={p:.0e} Pa: K_BA={Kf[1,0]:.5g} K_CA={Kf[2,0]:.5g} K0_CA={K0_CA(wp):.5g} 1/s")
assert 0 < np.argmax(vals) < len(vals) - 1
on = s2 > 0
print(f"low-pressure slope K0_CA/omega = {np.sum(F[on,0]*kBA[on]*kCB[on]/s2[on]):.4g}")
assert np.all(np.diff(kAB) >= 0) and np.all(np.diff(kCB) >= 0)
FB = F[:, 1]; cov = FB @ (kAB * kCB) - (FB @ kAB) * (FB @ kCB)
lim = x[1] / x[0] * cov; wh = 1e16
assert cov > 0 and abs(fixed_point(wh)[0][2, 0] * wh / lim - 1) < 1e-4   # next order k/omega
print(f"<kAB kCB>_B={FB@(kAB*kCB):.5g}, <kAB><kCB>={(FB@kAB)*(FB@kCB):.5g} 1/s^2")
print(f"high-pressure limit omega*K_CA = {lim:.5g} 1/s^2")
print(f"<k_CB> nascent={FB@(kAB*kCB)/(FB@kAB):.4g}, thermal={FB@kCB:.4g} 1/s")
print("ALL CHECKS PASSED")
```

Output:

```
T=1000 K, p=100000 Pa, nu=1e+13 1/s, s=8, sigma=5e-19 m^2, mu=0.025 kg/mol
V_A,V_B,V_C = 0,30,-20 kJ/mol; saddles AB 180, BC 170 kJ/mol
grain 2 kJ/mol, Emax 420 kJ/mol, alpha 5 kJ/mol, states n=625
kT=1.3806e-20 J = 8.3145 kJ/mol; vrel=920.27 m/s; n_bath=7.243e+24 1/m^3
omega=3.3328e+09 1/s; max|k(E)|=7.71e+11 1/s
x_A,x_B,x_C = 0.082573 0.0022378 0.91519
TST BA AB CB BC [1/s]: 3962.3 1.462e+05 4.8674e+05 1190.2
TST CA AC [1/s]: 0 0
--- kernel strong ---
lam1,lam2,lam3 [1/s]: 2385.58 279687 3.3328e+09; lam2/lam3=8.39e-05
Z row A: 0.082573 0.275091 0.008920
Z row B: 0.002238 0.000860 -0.047244
Z row C: 0.915189 -0.275951 0.038324
K BA AB CB BC [1/s]: 1420.6 52418 2.2655e+05 553.97
K CA AC [1/s]: 1035.2 93.401
K_init BA AB CB BC [1/s]: 1420.6 52417 2.2654e+05 553.95
K_init CA AC [1/s]: 1035.2 93.404
K_CA partition plain, corrected [1/s]: 1035.2 1035.2
|Qu1|^2,|Qu2|^2,<Qu1|Qu2| abs: 1.38e-07 2.99e-05 1.95e-07
K_ji x_i/(K_ij x_j)-1 for BA,CB,CA: 5.99e-06 1.39e-06 -8.22e-06
X_C(t=1e-06 s) from A: full 0.00118, no skipping 0.0001468
flux terms k_CB G_BA, k_BC G_CA [1/s]: 1744.7 709.54
hot excess in B per unit A (sum of G_BA>0): 4.257e-07
--- kernel expo ---
lam1,lam2,lam3 [1/s]: 852.202 59202.3 8.0814e+07; lam2/lam3=0.000733
Z row A: 0.082573 0.275150 0.006844
Z row B: 0.002238 0.000504 -0.047243
Z row C: 0.915189 -0.275654 0.040400
K BA AB CB BC [1/s]: 230.46 8503.1 50560 123.63
K CA AC [1/s]: 584.48 52.736
K_init BA AB CB BC [1/s]: 230.38 8500.6 50545 123.59
K_init CA AC [1/s]: 584.55 52.741
K_CA partition plain, corrected [1/s]: 584.43 584.48
|Qu1|^2,|Qu2|^2,<Qu1|Qu2| abs: 2.96e-06 0.000297 1.22e-06
K_ji x_i/(K_ij x_j)-1 for BA,CB,CA: 4.86e-05 8.18e-06 -1.92e-05
X_C(t=1e-06 s) from A: full 0.0005916, no skipping 5.712e-06
--- strong collisions versus pressure ---
phi_A,phi_B,phi_C = 0.0002517 0.006 0.0001081
p=1e+02 Pa: K_BA=15.118 K_CA=70.909 K0_CA=70.913 1/s
p=1e+03 Pa: K_BA=87.283 K_CA=292.31 K0_CA=292.32 1/s
p=1e+04 Pa: K_BA=418.65 K_CA=768.49 K0_CA=768.53 1/s
p=1e+05 Pa: K_BA=1420.6 K_CA=1035.2 K0_CA=1035.3 1/s
p=1e+06 Pa: K_BA=2914.1 K_CA=562 K0_CA=562.03 1/s
p=1e+07 Pa: K_BA=3760.2 K_CA=116.92 K0_CA=116.92 1/s
p=1e+08 Pa: K_BA=3938.8 K_CA=13.784 K0_CA=13.784 1/s
low-pressure slope K0_CA/omega = 0.0001526
<kAB kCB>_B=1.7348e+15, <kAB><kCB>=7.1162e+10 1/s^2
high-pressure limit omega*K_CA = 4.7014e+13 1/s^2
<k_CB> nascent=1.187e+10, thermal=4.867e+05 1/s
ALL CHECKS PASSED
```
